# Harmonic-Mean Exchange Stiffness at an Interface Between Equal Micromagnetic Cells: test program

```python
"""
Result under test: for two equal cells of size d that meet at a perfectly
coupled interface, continuity of exchange torque gives the bond stiffness
    A12 = 2 A1 A2 / (A1 + A2).
Symbols: A stiffness (energy density A |grad m|^2), K uniaxial anisotropy,
M magnetization, B reverse field, phi in-plane angle from the easy axis.
Layer 1 is the hard film (z < 0), layer 2 the soft film (z > 0).
Consistent units: nm, pJ/m, MJ/m^3, MA/m, T; energy per area in mJ/m^2.
"""
import numpy as np
from scipy.constants import mu_0
from scipy.linalg import eigh_tridiagonal, solveh_banded
from scipy.optimize import minimize

A1, K1, M1, T1 = 30.0, 0.5, 1.4, 20.0    # rough cobalt-like values
A2, K2, M2, T2 = 10.0, 0.0, 0.8, 40.0    # rough permalloy-like values
B = 0.1
CELL = 2.0
harmonic = 2 * A1 * A2 / (A1 + A2)
arithmetic = (A1 + A2) / 2


def solve_tridiagonal(diagonal, off, rhs):
    band = np.zeros((2, len(diagonal)))
    band[0] = diagonal
    band[1, :-1] = off
    return solveh_banded(band, rhs, lower=True)


# ---- 1. finely divided chain between two cell centres, ends held ----
def chain_stiffness(bonds, length):
    """Effective A from the torque of a relaxed chain, energy sum k*step^2."""
    rhs = np.zeros(len(bonds) - 1)
    rhs[-1] = bonds[-1]                   # far end at unit angle
    inner = solve_tridiagonal(bonds[:-1] + bonds[1:], -bonds[1:-1], rhs)
    torque = 2 * bonds[0] * inner[0]      # near end at zero angle
    return torque * length / 2


n_sub = 800
h_sub = CELL / n_sub
z_sub = (np.arange(n_sub) + 0.5) * h_sub - CELL / 2
sharp_bonds = np.where(z_sub < 0, A1, A2) / h_sub
chain_sharp = chain_stiffness(sharp_bonds, CELL)
assert abs(chain_sharp / harmonic - 1) < 1e-7

# extra contact energy J(1-cos) ~ J step^2/2, i.e. bond constant J/2
plane_spacing = 0.2
J_bond = 2 * harmonic / plane_spacing     # one regular atomic bond plane
# halving that bond adds one more compliance 1/J_bond in series
weak = 1 / (1 / harmonic + 2 / (J_bond * CELL))
weak_bonds = np.insert(sharp_bonds, n_sub // 2, J_bond / 2)
assert abs(chain_stiffness(weak_bonds, CELL) / weak - 1) < 1e-7

mix = 1.0                                 # width of a linear grade of A
graded = CELL / ((CELL - mix) / harmonic
                 + mix * np.log(A1 / A2) / (A1 - A2))
A_profile = np.interp(z_sub, [-mix / 2, mix / 2], [A1, A2])
assert abs(chain_stiffness(A_profile / h_sub, CELL) / graded - 1) < 1e-5


# ---- 2. energy minimum of a layered film ----
def relax(phi, bonds, w_aniso, w_field, unit_vectors):
    """Minimize exchange + sum(w_aniso sin^2 phi + w_field cos phi).
    unit_vectors: bond energy k|m_j-m_i|^2, otherwise k*(phi_j-phi_i)^2."""
    def energy(p):
        s = np.diff(p)
        e_bond = 2 * (1 - np.cos(s)) if unit_vectors else s**2
        return (np.sum(bonds * e_bond)
                + np.sum(w_aniso * np.sin(p)**2 + w_field * np.cos(p)))

    for _ in range(300):
        s = np.diff(phi)
        torque = 2 * bonds * (np.sin(s) if unit_vectors else s)
        curve = 2 * bonds * (np.cos(s) if unit_vectors else np.ones_like(s))
        grad = w_aniso * np.sin(2 * phi) - w_field * np.sin(phi)
        grad[1:] += torque
        grad[:-1] -= torque
        diag = 2 * w_aniso * np.cos(2 * phi) - w_field * np.cos(phi)
        diag[1:] += curve
        diag[:-1] += curve
        lowest = eigh_tridiagonal(diag, -curve, eigvals_only=True,
                                  select='i', select_range=(0, 0))[0]
        if np.max(np.abs(grad)) < 2e-11:
            assert lowest > 0, "stationary point is not a minimum"
            return phi
        if lowest <= 0:
            diag = diag - 2 * lowest + 1e-3 * np.max(w_field)
        step = solve_tridiagonal(diag, -curve, grad)
        scale, start = 1.0, energy(phi)
        while energy(phi - scale * step) > start + 1e-12 and scale > 1e-8:
            scale /= 2
        phi = phi - scale * step
    raise AssertionError("no convergence")


def first_guess(z):
    return 0.3 + 2.3 * np.clip(z / 25, 0, 1)


# Reference: nodes on a fine mesh, one node exactly on the interface.
h = 0.05
n1, n2 = round(T1 / h), round(T2 / h)
z_node = (np.arange(n1 + n2 + 1) - n1) * h
in_soft = np.arange(n1 + n2) >= n1
ref_bonds = np.where(in_soft, A2, A1) / h


def lump(density):
    """Half of each element's weight goes to each of its end nodes."""
    w = np.zeros(n1 + n2 + 1)
    w[:-1] += density * h / 2
    w[1:] += density * h / 2
    return w


ref = relax(first_guess(z_node), ref_bonds, lump(np.where(in_soft, K2, K1)),
            lump(np.where(in_soft, M2, M1) * B), False)
slope = np.diff(ref) / h
slope1 = 1.5 * slope[n1 - 1] - 0.5 * slope[n1 - 2]
slope2 = 1.5 * slope[n1] - 0.5 * slope[n1 + 1]
assert abs(A1 * slope1 / (A2 * slope2) - 1) < 1e-4   # torque is continuous
assert slope2 > 2 * slope1                          # the slope is not
phi_face = ref[n1]
cos_soft = np.cos(ref[n1:])
ref_moment = (cos_soft.sum() - (cos_soft[0] + cos_soft[-1]) / 2) * h / T2


def cell_model(size, A_face):
    """Cell-centred model; returns mean soft moment and the two face cells."""
    c1, c2 = round(T1 / size), round(T2 / size)
    z = (np.arange(c1 + c2) + 0.5) * size - T1
    soft = z > 0
    bonds = np.where(soft[1:], A2, A1).astype(float)
    bonds[c1 - 1] = A_face
    phi = relax(first_guess(z), bonds / size, np.where(soft, K2, K1) * size,
                np.where(soft, M2, M1) * B * size, True)
    return np.mean(np.cos(phi[c1:])), phi[c1 - 1], phi[c1]


sizes = [2.0, 1.0, 0.5]
har = [cell_model(s, harmonic) for s in sizes]
ari = [cell_model(s, arithmetic) for s in sizes]
err_h = [r[0] - ref_moment for r in har]
err_a = [r[0] - ref_moment for r in ari]
assert all(abs(a) > abs(b) for a, b in zip(err_a, err_h))
ratio_h, ratio_a = err_h[1] / err_h[2], err_a[1] / err_a[2]
assert 3.3 < ratio_h < 4.7                # second order in cell size
assert 1.6 < ratio_a < 2.4                # first order in cell size
face = [(A1 * r[1] + A2 * r[2]) / (A1 + A2) for r in har]
assert abs(face[0] - phi_face) < 0.02 and abs(face[2] - phi_face) < 0.002

# ---- 3. free interface unit vector between the two face cells ----
theta = har[0][2] - har[0][1]
m1 = np.array([1.0, 0.0, 0.0])


def unit(a, b):
    return np.array([np.cos(b) * np.cos(a), np.cos(b) * np.sin(a), np.sin(b)])


def angle(u, v):
    return np.arctan2(np.linalg.norm(np.cross(u, v)), np.dot(u, v))


def half_cells(total):
    """Minimum exchange energy of two half-cells over the interface vector."""
    end = unit(total, 0.0)

    def e(x):
        mid = unit(*x)
        return 2 / CELL * (A1 * angle(m1, mid)**2 + A2 * angle(mid, end)**2)
    return minimize(e, [0.5 * total, 0.05], method='Nelder-Mead',
                    options=dict(xatol=1e-10, fatol=1e-16, maxiter=2000))


best = half_cells(theta)
assert abs(best.x[1]) < 1e-6              # it lies in the plane of m1 and m2
split = theta * A2 / (A1 + A2)
assert abs(best.x[0] - split) < 1e-6
assert abs(best.fun / (harmonic * theta**2 / CELL) - 1) < 1e-7
dt = 1e-3
true_torque = (half_cells(theta + dt).fun
               - half_cells(theta - dt).fun) / (2 * dt)
assert abs(true_torque / (2 * harmonic * theta / CELL) - 1) < 1e-6
m2 = unit(theta, 0.0)
field1 = 2 * harmonic * (m2 - m1) / (M1 * CELL**2)
field2 = 2 * harmonic * (m1 - m2) / (M2 * CELL**2)
torque1 = M1 * CELL * np.cross(m1, field1)[2]
torque2 = M2 * CELL * np.cross(m2, field2)[2]
assert abs(torque1 + torque2) < 1e-12
assert abs(torque1 / true_torque - 1) < 1.01 * theta**2 / 6
mid_linear = (A1 * m1 + A2 * m2) / (A1 + A2)
shortfall = 1 - np.linalg.norm(mid_linear)
assert abs(shortfall / (A1 * A2 / (A1 + A2)**2 * theta**2 / 2) - 1) < 0.02

# averaging A/M instead of A: stiffness felt by each cell
q = 2 * (A1 / M1) * (A2 / M2) / (A1 / M1 + A2 / M2)
felt1, felt2 = M1 * q, M2 * q
assert felt1 > 1.5 * felt2                # torques no longer balance

# ---- 4. size of neglected effects ----
weak_moment = cell_model(CELL, weak)[0]
graded_moment = cell_model(CELL, graded)[0]


def heated(A, curie, hot=400.0, cold=300.0):
    """Rough law: A ~ M^2, M ~ (1-(T/Tc)^1.5)^(1/3)."""
    return A * ((1 - (hot / curie)**1.5) / (1 - (cold / curie)**1.5))**(2 / 3)


hot1, hot2 = heated(A1, 1390.0), heated(A2, 850.0)
hot_mean = 2 * hot1 * hot2 / (hot1 + hot2)
flux = 2 * A2 * slope2
local1 = (K1 * np.sin(2 * phi_face) - M1 * B * np.sin(phi_face)) * CELL / 2
local2 = M2 * B * np.sin(phi_face) * CELL / 2
K_second = 0.15
second = 2 * K_second * np.sin(phi_face)**2 / K1
strip = 10e-6
sheet = (M1 * T1 + M2 * T2) * 1e6 * 1e-9  # moment per area, ampere
stray = 2 * mu_0 * sheet / (np.pi * strip)

print(f"hard film: A1={A1} pJ/m, K1={K1} MJ/m3, M1={M1} MA/m, {T1} nm")
print(f"soft film: A2={A2} pJ/m, K2={K2} MJ/m3, M2={M2} MA/m, {T2} nm")
print(f"reverse field {B} T, main cell size {CELL} nm")
print(f"harmonic mean A12 = {harmonic:.3f} pJ/m = {harmonic*1e-12:.3e} J/m")
print(f"arithmetic mean = {arithmetic:.3f} pJ/m")
print(f"A from relaxed chain, sharp interface = {chain_sharp:.6f} pJ/m")
print("-- fine-mesh reference --")
print(f"mesh step = {h} nm")
print(f"interface angle = {phi_face:.5f} rad = {np.degrees(phi_face):.2f} deg")
print(f"top surface angle = {np.degrees(ref[-1]):.2f} deg")
print(f"bottom surface angle = {np.degrees(ref[0]):.2f} deg")
print(f"slope, hard side = {slope1:.6f} rad/nm")
print(f"slope, soft side = {slope2:.6f} rad/nm")
print(f"torque 2A*slope, hard side = {2*A1*slope1:.5f} mJ/m2")
print(f"torque 2A*slope, soft side = {flux:.5f} mJ/m2")
print(f"mean cos(phi) in soft film = {ref_moment:.6f}")
print("-- cell models: mean cos(phi) in soft film and its error --")
for s, r, e, ra, ea in zip(sizes, har, err_h, ari, err_a):
    print(f"cell {s} nm: harmonic {r[0]:.6f} ({e:+.6f}), "
          f"arithmetic {ra[0]:.6f} ({ea:+.6f})")
print(f"error ratio 1 nm/0.5 nm: harmonic {ratio_h:.3f}, "
      f"arithmetic {ratio_a:.3f}")
for s, f in zip(sizes, face):
    print(f"cell {s} nm: rebuilt interface angle = {f:.5f} rad")
print("-- the two face cells, 2 nm, harmonic --")
print(f"angles = {har[0][1]:.5f} and {har[0][2]:.5f} rad")
print(f"angle between them theta = {theta:.5f} rad")
print(f"part of theta in hard half-cell = {best.x[0]:.5f} rad")
print(f"part of theta in soft half-cell = {theta-best.x[0]:.5f} rad")
print(f"half-cell exchange energy = {best.fun:.6f} mJ/m2")
print(f"torque from half-cells = {true_torque:.5f} mJ/m2")
print(f"torque from cell formula = {torque1:.5f} mJ/m2")
print(f"relative difference = {torque1/true_torque-1:.5f}")
print(f"theta^2/6 = {theta**2/6:.5f}")
print(f"1-|mI| of linear interface vector = {shortfall:.6f}")
print(f"exchange field on hard cell = {np.linalg.norm(field1):.4f} T")
print(f"exchange field on soft cell = {np.linalg.norm(field2):.4f} T")
print(f"A/M averaged: hard cell feels {felt1:.3f}, soft {felt2:.3f} pJ/m")
print("-- neglected effects --")
print(f"regular bond plane ({plane_spacing} nm): J = {J_bond:.1f} mJ/m2")
print(f"half-strength bond: A = {weak:.3f} pJ/m, moment {weak_moment:.6f}")
print(f"{mix} nm mixing: A = {graded:.3f} pJ/m, moment {graded_moment:.6f}")
print(f"400 K: A1 {hot1:.2f}, A2 {hot2:.2f}, A12 {hot_mean:.2f} pJ/m")
print(f"local torque in half-cell / face torque: hard {local1/flux:.4f}, "
      f"soft {local2/flux:.4f}")
print(f"second anisotropy constant {K_second} MJ/m3: torque share "
      f"{second:.4f}")
print(f"stray field at centre of {strip*1e6:.0f} um strip = "
      f"{stray*1e3:.2f} mT")
print("every check passed")
```

It prints:

```
hard film: A1=30.0 pJ/m, K1=0.5 MJ/m3, M1=1.4 MA/m, 20.0 nm
soft film: A2=10.0 pJ/m, K2=0.0 MJ/m3, M2=0.8 MA/m, 40.0 nm
reverse field 0.1 T, main cell size 2.0 nm
harmonic mean A12 = 15.000 pJ/m = 1.500e-11 J/m
arithmetic mean = 20.000 pJ/m
A from relaxed chain, sharp interface = 15.000000 pJ/m
-- fine-mesh reference --
mesh step = 0.05 nm
interface angle = 0.34691 rad = 19.88 deg
top surface angle = 148.11 deg
bottom surface angle = 3.65 deg
slope, hard side = 0.039882 rad/nm
slope, soft side = 0.119649 rad/nm
torque 2A*slope, hard side = 2.39294 mJ/m2
torque 2A*slope, soft side = 2.39298 mJ/m2
mean cos(phi) in soft film = -0.284994
-- cell models: mean cos(phi) in soft film and its error --
cell 2.0 nm: harmonic -0.289915 (-0.004921), arithmetic -0.271850 (+0.013144)
cell 1.0 nm: harmonic -0.286246 (-0.001252), arithmetic -0.277261 (+0.007733)
cell 0.5 nm: harmonic -0.285311 (-0.000317), arithmetic -0.280829 (+0.004165)
error ratio 1 nm/0.5 nm: harmonic 3.955, arithmetic 1.857
cell 2.0 nm: rebuilt interface angle = 0.34885 rad
cell 1.0 nm: rebuilt interface angle = 0.34738 rad
cell 0.5 nm: rebuilt interface angle = 0.34703 rad
-- the two face cells, 2 nm, harmonic --
angles = 0.30885 and 0.46884 rad
angle between them theta = 0.15999 rad
part of theta in hard half-cell = 0.04000 rad
part of theta in soft half-cell = 0.11999 rad
half-cell exchange energy = 0.191974 mJ/m2
torque from half-cells = 2.39984 mJ/m2
torque from cell formula = 2.38961 mJ/m2
relative difference = -0.00426
theta^2/6 = 0.00427
1-|mI| of linear interface vector = 0.002397
exchange field on hard cell = 0.8562 T
exchange field on soft cell = 1.4983 T
A/M averaged: hard cell feels 22.105, soft 12.632 pJ/m
-- neglected effects --
regular bond plane (0.2 nm): J = 150.0 mJ/m2
half-strength bond: A = 13.636 pJ/m, moment -0.297083
1.0 nm mixing: A = 16.448 pJ/m, moment -0.283579
400 K: A1 28.78, A2 9.02, A12 13.74 pJ/m
local torque in half-cell / face torque: hard 0.1137, soft 0.0114
second anisotropy constant 0.15 MJ/m3: torque share 0.0694
stray field at centre of 10 um strip = 4.80 mT
every check passed
```
